# Domain-Wall Creep Below the Zero-Temperature Depinning Field

A ferroelectric film holds two domains of opposite polarization, separated by a wall. A field favours one domain and pushes the wall into the other, while the lattice and its defects hold the wall back. Suppose a calculation at zero temperature gives a depinning field of 0.17 MV/cm, and the film is used at 300 K in a field of 0.10 MV/cm. Does the wall stay where it is? The calculation seems to say so, since the applied field is too weak to pull the wall out of its valley. But it only says what happens when nothing except the field acts on the wall. At 300 K the wall is also shaken by the thermal motion of the crystal.

## The model and its threshold

Let \(u\) be the displacement of the wall, \(P\) the magnitude of the polarization on either side, and \(E\) the field along the favoured direction. When the wall advances by \(u\), the field energy per unit wall area changes from \(+PEu\) to \(-PEu\), so the gain is \(2PEu\). With wall energy \(\sigma\) per area, pinning amplitude \(w_0\) and pinning period \(a\), the energy is

\[
\mathcal E=\int d^2r\left[\frac{\sigma}{2}|\nabla u|^2+\frac{w_0}{2}\left(1-\cos\frac{2\pi u}{a}\right)-2PEu\right].
\]

The gradient term is the extra area of a gently tilted wall. The algebra is in atomic units, and \(kT\) is an energy. The motion is taken as classical and overdamped, with friction \(\Gamma\) per area. A flat wall at \(T=0\) then obeys

\[
\Gamma\dot u=2PE-\frac{\pi w_0}{a}\sin\frac{2\pi u}{a}.
\]

The pinning force is at most \(\pi w_0/a\), which gives the depinning field

\[
E_d=\frac{\pi w_0}{2Pa}.
\]

Set \(\phi=2\pi u/a\), \(f=E/E_d\), and measure time in units of \(1/r\), with \(r=2\pi^2w_0/(a^2\Gamma)\). The equation becomes

\[
\dot\phi=f-\sin\phi .
\]

For \(0<f<1\) there is a stable rest point \(\phi_0=\arcsin f\), where the slope of the force is \(-\kappa\), with \(\kappa=\cos\phi_0=\sqrt{1-f^2}\). For \(f>1\) there is none.

## The counter-example: one rigid unit at half the threshold

Take a patch of wall that moves as one piece, at \(f=0.5\). At \(T=0\) it rests at \(\phi_0=30^\circ\) for ever. Now couple it to a heat bath. With \(W(\phi)=-\cos\phi-f\phi\), its motion is \(\dot\phi=-W'(\phi)\) plus white noise of strength \(2\theta\). For a patch of area \(A_p\), the energy unit is \(A_pw_0/2\), so \(\theta=2kT/(A_pw_0)\).

Fold \(\phi\) onto one period and let \(p(\phi)\) be the stationary probability density. Its current \(J\) is constant:

\[
J=-W'p-\theta p'=-\theta e^{-W/\theta}\frac{d}{d\phi}\left(e^{W/\theta}p\right).
\]

Multiply by \(-e^{W/\theta}/\theta\) and integrate from \(\phi\) to \(\phi+2\pi\). Since \(p\) is periodic and \(W(\phi+2\pi)=W(\phi)-2\pi f\),

\[
-\frac{J}{\theta}\int_0^{2\pi}ds\,e^{W(\phi+s)/\theta}
=p(\phi)e^{W(\phi)/\theta}\left(e^{-2\pi f/\theta}-1\right).
\]

Solve for \(p(\phi)\) and require \(\int_0^{2\pi}p\,d\phi=1\). This fixes \(J\). The mean velocity is \(\int(-W')p\,d\phi=\int(J+\theta p')\,d\phi=2\pi J\), because \(p'\) integrates to zero over a period. Hence

\[
\langle\dot\phi\rangle=\frac{2\pi\theta\left(1-e^{-2\pi f/\theta}\right)}
{\displaystyle\int_0^{2\pi}d\phi\int_0^{2\pi}ds\;e^{[W(\phi+s)-W(\phi)]/\theta}} .
\]

The denominator is positive and finite and the numerator is positive. The patch therefore advances at half its depinning field. The computed reduced drift is 0.18 at \(\theta=0.5\), \(8.7\times10^{-4}\) at \(\theta=0.1\), and \(9.5\times10^{-7}\) at \(\theta=0.05\). It falls steeply on cooling, but reaches zero only in the limit \(\theta\to0\).

The steep fall is the mark of a barrier. At small \(\theta\) the double integral is dominated by \(\phi\) near the minimum \(\phi_0\) and \(\phi+s\) near the maximum \(\pi-\phi_0\). The curvature of \(W\) has magnitude \(\kappa\) at both, so each Gaussian integral gives \(\sqrt{2\pi\theta/\kappa}\), and

\[
\langle\dot\phi\rangle\simeq\kappa\,e^{-\Delta W/\theta}\left(1-e^{-2\pi f/\theta}\right),
\]

\[
\Delta W=2\kappa-f(\pi-2\phi_0)=2\left(\sqrt{1-f^2}-f\arccos f\right).
\]

At \(f=0.5\), \(\Delta W=2(0.8660-0.5\times1.0472)=0.685\). For \(\theta=0.05\) the estimate is \(0.866\,e^{-13.7}=9.7\times10^{-7}\), about 2% above the full result. The last bracket subtracts backward jumps from forward ones.

At very small force, the numerator tends to \(4\pi^2f\). The denominator factorizes into two equal integrals, each \(2\pi I_0(1/\theta)\), where \(I_0(z)=\frac{1}{2\pi}\int_0^{2\pi}e^{z\cos\phi}d\phi\). Thus \(\langle\dot\phi\rangle\to f/I_0(1/\theta)^2\). A rigid unit drifts linearly in the field, because its barrier stays finite as \(f\to0\). This is thermally activated motion, but not yet creep in the strict sense, for which the barrier must grow without limit as the field falls.

## The general statement

The counter-example leaves a doubt about large walls. A wall can bend, and it has many coordinates. Divide it into \(N\) cells with reduced displacements \(\phi_i\). Let \(H(\phi_1,\dots,\phi_N)\) contain the elastic and pinning energies, and let it be unchanged when every \(\phi_i\) increases by \(2\pi\). Each cell feels the same driving force \(f\) and independent noise of strength \(2T'\), where \(T'\) is proportional to temperature.

**Statement.** For a finite wall of this kind in contact with a heat bath, the long-time mean velocity is positive for every \(f>0\) and every \(T'>0\), and zero at \(f=0\). For the cosine pinning above and \(0<f<1\), the long-time mean velocity at \(T'=0\) is zero.

**Proof at finite temperature.** Identify configurations that differ by a common shift of \(2\pi\). The elastic energy confines the relative displacements, so there is a smooth, positive, normalized stationary density \(p\), which vanishes at large relative displacement. Its current has components

\[
J_i=(f-\partial_iH)p-T'\partial_ip,\qquad \sum_i\partial_iJ_i=0 .
\]

The derivatives of \(p\) integrate to zero, so the mean velocity per cell is \(v=\frac1N\sum_i\int J_i\). Divide the first relation by \(p\), multiply by \(J_i\), sum and integrate:

\[
\int\sum_i\frac{J_i^2}{p}=f\sum_i\int J_i-\int\sum_iJ_i\,\partial_i\left(H+T'\ln p\right).
\]

In the last term, integrate by parts. The function \(H+T'\ln p\) is periodic under the common shift, so no boundary term arises there, and the current vanishes at large relative displacement. What remains contains \(\sum_i\partial_iJ_i=0\). Therefore

\[
fNv=\int\sum_i\frac{J_i^2}{p}\ \ge 0 .
\]

The left side is the power supplied by the field, and the right side is the dissipation, in reduced units. For \(f>0\), \(v=0\) would require every \(J_i\) to vanish, hence \(T'\partial_i\ln p=f-\partial_iH\). Integrate this along the common shift of all cells by \(2\pi\). The left side gives zero because \(p\) is periodic, while the right side gives \(2\pi fN\). This is a contradiction, so \(v>0\). For \(f=0\) the dissipation vanishes, so all currents vanish and \(v=0\).

**Proof at zero temperature.** A flat wall at \(\phi_0+2\pi m\) is at rest for any integer \(m\). Choose \(m\) so large that the initial wall lies below it everywhere. If a cell later touches this level, its neighbours are at or below it, so the elastic force on the cell is not forward; its driving and pinning forces cancel. The wall cannot pass. A rest state below it blocks retreat in the same way. The displacement stays bounded, and its long-time mean velocity is zero.

The finite-temperature proof doesn't use the cosine. Pinning strengths may differ from cell to cell, provided the common period remains. The periodicity does matter: if a restoring force grows without limit with displacement, as when the advance of the wall builds up an opposing field, the wall finally reaches equilibrium and its mean drift stops. The energy must also be finite along the way; an impenetrable obstacle would block the wall.

## Why a large wall is not frozen

The statement gives a sign, not a size. If a wall could only move rigidly, its barrier would grow in proportion to its area and the positive velocity would be useless. An elastic wall instead pushes forward a small bulge, which then spreads.

To find the cost, measure length in units of \(\xi\) and energy in units of \(S\):

\[
\xi=\frac a\pi\sqrt{\frac{\sigma}{2w_0}},\qquad S=\frac{\sigma a^2}{4\pi^2}.
\]

With \(u=a\phi/2\pi\), the gradient energy becomes \(S\int\frac12|\nabla\phi|^2d^2\rho\), since the area element and the squared gradient cancel in their dependence on \(\xi\). The pinning prefactor becomes \((w_0/2)\xi^2=S\), and the field term becomes \(-Sf\phi\), because \(2PEu=(w_0/2)f\phi\). Relative to the resting wall, the energy is \(S\) times

\[
\int d^2\rho\left[\tfrac12|\nabla\phi|^2+V\right],\quad
V=\cos\phi_0-\cos\phi-f(\phi-\phi_0).
\]

The critical nucleus is the round stationary bulge, which obeys

\[
\phi''+\frac{\phi'}{\rho}=\sin\phi-f .
\]

Call its energy \(b(f)\), so that the barrier is \(B=Sb(f)\). Stretching the bulge by a factor \(s\) leaves the gradient term unchanged in two dimensions and multiplies the potential term by \(s^2\). A stationary state must therefore have \(\int V\,d^2\rho=0\), and \(b=\frac12\int|\nabla\phi|^2d^2\rho\).

At \(f=0.6\) the radial equation gives \(b=34.5\), and the same bulge on a square grid gives 34.3. In noiseless motion, a bulge 10% higher than the critical one spreads until the whole wall has advanced one period; one 10% lower disappears. The first case also shows what the zero-temperature threshold forbids: sustained motion, not a single advance from a specially prepared start.

**Low field.** The bulge becomes a wide disk bounded by a step from one valley to the next. At \(f\to0\) a straight step has \(\frac12\phi'^2=1-\cos\phi\), so its energy per length is

\[
\int\phi'^2dx=\int_0^{2\pi}2\sin\frac{\phi}{2}\,d\phi=8 .
\]

A disk of radius \(R\) costs \(16\pi R\) and gains \(2\pi f\) per area, or \(2\pi^2fR^2\) in all. The net energy is greatest at \(R=4/(\pi f)\), where

\[
b\simeq\frac{64}{f}-\frac{32}{f}=\frac{32}{f},\qquad
B\simeq32S\frac{E_d}{E}=\frac{4\sigma aw_0}{\pi PE}.
\]

The computed \(b\) is 0.992 of \(32/f\) at \(f=0.1\), 0.967 at 0.2 and 0.854 at 0.4. As long as the wall is much wider than this disk, and the temperature is low enough that fluctuations do not average the pinning away, the barrier grows as \(1/E\), so to leading exponential order \(\ln v\) falls as \(-1/E\). This is creep. The exponent of \(E\) belongs to periodic pinning of a two-dimensional wall; random pinning needs a separate calculation.

**Near depinning.** Write \(\phi=\phi_0+\psi\) with small \(\psi\). Then \(V\simeq\kappa\psi^2/2-f\psi^3/6\). The scaling \(\psi=(\kappa/f)g\), \(\rho=x/\sqrt\kappa\) gives every term in the energy density a factor \(\kappa^3/f^2\) and the area a factor \(1/\kappa\). Hence

\[
b\simeq C\,\frac{1-f^2}{f^2},
\]

with \(C\) about 31 from the computed nuclei at \(f=0.98\) and 0.995. The barrier vanishes at the threshold. Once it is comparable with \(kT\), the motion is no longer a sequence of rare events, and the zero-temperature threshold is blurred.

A direct simulation shows the difference noise makes. A wall of \(40\times40\) cells was followed for 300 reduced time units at \(f=0.6\), with \(\tau=kT/S\). It advanced by 0.000 periods at \(\tau=0\), 10 at \(\tau=2\), and 18 at \(\tau=3\). These are single runs with a time step of 0.05, which raises the variance of the shortest waves by up to about 50% and tends to make the thermal counts too high. They show that the wall moves, not its precise speed. A rigid advance at \(\tau=3\) would have faced a barrier of 166 \(kT\).

These advances are faster than the bare nucleus suggests. At \(\tau=2\) its barrier is \(34.5/2=17\,kT\). With one attempt per unit area and time, the expected number of nuclei is about \(1024\times300\times e^{-17.3}\approx0.01\). The runs thus show motion below threshold, but not slow creep over the bare barrier. Thermal fluctuations also weaken the pinning and so lower the barrier, an effect sized below for the example. How much of the excess it explains in these runs was not tested.

## A film at 300 K

Take \(P=30\) uC/cm2, \(\sigma=1.0\) eV/nm2, \(w_0=0.020\) eV/nm2 and \(a=1.0\) nm. The polarization is 1.87 elementary charges per nm2, so

\[
E_d=\frac{\pi\times0.020}{2\times1.87\times1.0}=0.0168\ \text{V/nm},
\]

or 0.168 MV/cm. Also \(\xi=\sqrt{1/0.040}/\pi=1.59\) nm and \(S=1/(4\pi^2)=0.0253\) eV. At \(E=0.10\) MV/cm, \(f=0.596\) and \(b=35.0\). The barrier is \(0.02533\times35.0=0.887\) eV, or 34.3 \(kT\).

For the rate, let a free wall move at \(v_d=10\) m/s at \(E_d\). Since \(v_d=\pi w_0/(a\Gamma)\), the relaxation rate is \(r=2\pi v_d/a\). Take \(r/2\pi=10^{10}\) s\(^{-1}\) as the attempt rate per area \(\xi^2\); this is an order-of-magnitude choice. A wall of area \(10^6\) nm2 has \(10^6/1.592^2=3.9\times10^5\) such sites. The nucleation rate is

\[
3.9\times10^5\times10^{10}\times e^{-34.3}\approx5\ \text{s}^{-1}.
\]

Each nucleus moves the wall by 1 nm, so the bare barrier gives a velocity of about 5 nm/s. A step crosses the wall in \(2\times10^{-8}\) s, far less than the 0.2 s between nuclei, so each layer is finished before the next begins.

With everything except the field held fixed, the same bare-barrier estimate gives about 2 mm/s at 0.12 MV/cm. At 0.04 MV/cm it gives \(10^{-47.8}\) m/s, which no experiment could tell from rest. An apparent threshold therefore depends on the waiting time. In this estimate, moving 1 um takes about 200 s at 0.10 MV/cm and about 0.5 ms at 0.12 MV/cm. An observer who waits one second would then see a moving wall in the second case and a nearly still one in the first.

Two neglected effects change these velocities strongly. The first belongs to the noisy wall model itself and is missing only from the bare-barrier estimate: thermal fluctuations \(\delta\) of \(\phi\) average the pinning. For Gaussian fluctuations \(\langle\cos(\phi+\delta)\rangle=e^{-\langle\delta^2\rangle/2}\cos\phi\), so \(w_0\) is multiplied by \(e^{-\langle\delta^2\rangle/2}\). Equipartition over the bending modes of a grid with 1 nm cells gives a factor of 0.835; a noisy grid at zero field gives 0.829. At 0.10 MV/cm the barrier falls to 0.56 eV, a drop of 12.7 \(kT\). With the prefactor fixed, this raises the velocity by \(e^{12.7}\approx3\times10^5\), to the order of 1 mm/s. At that speed the wall covers 1 um in about a millisecond, so the one-second contrast above belongs to the bare barrier only. The size of the drop also depends on the cell: \(\langle\delta^2\rangle\) grows logarithmically as the cells shrink, so a finer grid gives a larger drop and a much higher velocity, and the 1 nm cell is a model choice. The smoothing factor used here is the one at zero field. In the applied field the valley is softer and the fluctuations are larger, so this estimate of the drop is somewhat too small.

Second, where the wall tilts along the polarization axis \(z\), it carries bound charge \(2P\,\partial u/\partial z\) per area. For an isotropic relative permittivity of 1000 and the nucleus shape held fixed, its electrostatic energy is 0.16 eV, or 6.2 \(kT\). Added to the original barrier by itself, it lowers the velocity by about \(e^{6.2}\approx500\). This energy scales as the inverse of the permittivity. A measured value near 1000 includes the motion of domain walls, and the lattice response that screens the bulge is smaller; at a permittivity of 300 the fixed-shape energy would be \(6.2\times1000/300\approx21\) \(kT\). The two corrections cannot simply be added, since smoothing also changes the nucleus. For this overdamped wall, the relaxation rate \(r\) gives an upper estimate of 0.08 K for the crossover to quantum tunnelling, because the unstable bulge grows more slowly than \(r\). This is far below 300 K. The field is a tenth of a rough breakdown field of 1 MV/cm.

The polarization and permittivity lie in the rough regime of a soft lead zirconate titanate film. The pinning amplitude and period are model choices, and the wall energy is a round value. Coercive fields of such films are roughly 0.05 to 0.1 MV/cm, below the model's \(E_d\); they are switching fields at a chosen rate, not zero-temperature thresholds. Real films break the assumption of periodic pinning, because their defects differ in strength and position. How far this moves the velocity is not calculated here, but the sensitivity is clear: at 0.10 MV/cm a 10% change in the barrier alone changes the velocity by \(e^{3.4}\approx30\). The 5 nm/s is thus a bare-barrier estimate. It is neither the velocity of the full noisy model, which the smoothing estimate puts much higher, nor a forecast for a film. The numerical output below gives the other fields.

## Calculated quantities

```
RIGID UNIT, f = 0.5
theta 0.50: reduced drift 1.756e-01
theta 0.20: reduced drift 2.483e-02
theta 0.10: reduced drift 8.703e-04
theta 0.05: reduced drift 9.516e-07
low-T rate / integral at theta 0.03: 1.0142
ELASTIC WALL, reduced units
f 0.1: b = 317.38, b f/32 = 0.9918
f 0.2: b = 154.66, b f/32 = 0.9666
f 0.4: b = 68.30, b f/32 = 0.8537
f 0.980: b = 1.2562, b f^2/(1-f^2) = 30.465
f 0.995: b = 0.3110, b f^2/(1-f^2) = 30.869
f 0.6: b radial 34.508, on grid 34.329
periods advanced, nucleus x1.1: 1.0000, x0.9: 0.0000
noisy wall: 40x40 cells, spacing 0.8, time 300
f 0.6, tau 0.0: periods advanced 0.000
f 0.6, tau 2.0: periods advanced 9.957
f 0.6, tau 3.0: periods advanced 17.709
f 1.05, tau 0.0: periods advanced 15.129
rigid barrier of that wall / kT at tau 3: 166.3
step speed at f 0.1: 0.07853; pi f/4 = 0.07854
EXAMPLE INPUTS
T 300 K, P 30 uC/cm2, period 1.0 nm
wall energy 1.00 eV/nm2, pinning 0.020 eV/nm2
free wall speed at E_d 10 m/s, area 1.0e+06 nm2
relative permittivity 1000, breakdown 1.0 MV/cm (rough)
shortest bending length 1.0 nm
EXAMPLE RESULTS
E_d 0.1678 MV/cm, xi 1.592 nm, S 0.02533 eV, kT 0.02585 eV
kT/S 1.021, attempt rate 1.00e+10 1/s per xi^2
E 0.04 MV/cm: f 0.238, b 127.77, B 3.236 eV, log10(v in m/s) -47.8
E 0.06 MV/cm: f 0.358, b 79.24, B 2.007 eV, log10(v in m/s) -27.1
E 0.08 MV/cm: f 0.477, b 52.69, B 1.335 eV, log10(v in m/s) -15.8
E 0.10 MV/cm: f 0.596, b 35.01, B 0.887 eV, log10(v in m/s) -8.3
E 0.12 MV/cm: f 0.715, b 21.89, B 0.555 eV, log10(v in m/s) -2.7
main case E 0.10 MV/cm: B/kT 34.3, v 5.02e-09 m/s
wait per layer 1.99e-01 s, step speed 49.7 m/s, crossing 2.01e-08 s
NEGLECTED EFFECTS, main case
pinning factor at T: 0.835 (noisy grid 0.829)
barrier with smoothed pinning 0.559 eV, change -12.7 kT
bound-charge energy 0.160 eV = 6.2 kT
charge sum / Fourier integral 0.9872
tunnelling crossover 0.076 K
field / breakdown field 0.10
```
